\section*{Expectation maximization for right-censored lognormal interconnect lifetimes, with interval coverage}

\section{The question}

Forty copper lines are stressed in an oven at high current. After 180~h the test is stopped: 19 lines have failed and 21 still conduct. For each survivor we know that its lifetime exceeds 180~h, but not by how much. The wanted quantities are the median life, the spread, and the time by which one line in a thousand has failed. Fitting the 19 measured times alone is easy, but those times were selected for being short. The scheme below uses all 40 lines. Its intervals are then compared with those of the fit that discards the survivors.

\section{Model and likelihood}

Let $Y=\ln(T/1\,\mathrm{h})$ be normal with mean $\mu$ and standard deviation $\sigma$, independently for $n$ units. The median life is $e^\mu$ hours. Unit $i$ is watched until log time $c_i$, which carries no information on its own lifetime; a stop time fixed in advance qualifies, but removing a line because it looks about to fail does not. There are $r$ failures at $y_i$ and $m=n-r$ survivors. Write $\phi,\Phi$ for the standard normal density and distribution function, $Q=1-\Phi$, and
\[
z_i=\frac{y_i-\mu}{\sigma},\qquad a_i=\frac{c_i-\mu}{\sigma},\qquad h(a)=\frac{\phi(a)}{Q(a)} .
\]
A failure contributes its density, a survivor the probability of outliving $c_i$:
\begin{equation}
\ell(\mu,\sigma)=\sum_{\rm fail}\Big[-\ln\sigma-\tfrac12 z_i^2-\tfrac12\ln 2\pi\Big]+\sum_{\rm surv}\ln Q(a_i).
\label{like}
\end{equation}
Using the density in $T$ instead would subtract $\sum y_i$, which contains no parameter.

\section{The two steps}

\subsection{E-step: moments of a hidden lifetime}

For standard normal $Z$, use $\phi'=-z\phi$. Then $\int_a^\infty z\phi\,dz=\phi(a)$, and by parts $\int_a^\infty z^2\phi\,dz=a\phi(a)+Q(a)$. Dividing by $Q(a)$,
\[
E[Z|Z>a]=h,\qquad E[Z^2|Z>a]=1+ah .
\]
With $Y=\mu+\sigma Z$, a survivor has conditional mean and variance
\begin{equation}
M=\mu+\sigma h,\qquad V=\sigma^2(1+ah-h^2).
\label{estep}
\end{equation}
Its second moment is $M^2+V=\mu^2+2\mu\sigma h+\sigma^2+\sigma^2ah=\mu^2+\sigma^2+\sigma(c+\mu)h$, since $\sigma a=c-\mu$. If $c$ lies far below $\mu$, then $h\to0$ and the survivor returns the current guess: it says almost nothing. If $c$ lies far above, $h\simeq a+1/a$ and $M\simeq c+\sigma^2/(c-\mu)$, just beyond the stop time.

\subsection{M-step: a normal fit to completed moments}

Let $\theta=(\mu,\sigma)$ be the current values. The complete-data log-likelihood at trial values $(u,s)$, averaged over the hidden lifetimes at $\theta$, is
\begin{equation}
G(u,s|\theta)=-n\ln(s\sqrt{2\pi})-\frac{n}{2s^2}\big[\sigma_+^2+(u-\mu_+)^2\big],
\label{G}
\end{equation}
where
\begin{align}
\mu_+&=\frac1n\Big[\sum_{\rm fail}y_i+\sum_{\rm surv}M_i\Big],\label{mplus}\\
\sigma_+^2&=\frac1n\Big[\sum_{\rm fail}(y_i-\mu_+)^2+\sum_{\rm surv}\{V_i+(M_i-\mu_+)^2\}\Big].\label{splus}
\end{align}
Equation~(\ref{G}) follows by expanding each square about $\mu_+$; the cross terms cancel because $\mu_+$ is the mean. The maximum over $u$ is at $u=\mu_+$. Then $\partial G/\partial s=-n/s+n\sigma_+^2/s^3=0$ gives $s=\sigma_+$. The term $V_i$ must be kept: replacing each hidden lifetime by its mean alone would lose its scatter.

\begin{verbatim}
input: failures y[], survivors c[], tolerance tol
require at least two distinct failure times
mu, sigma = mean(y), std(y)          # divisor r
repeat
    a = (c - mu)/sigma ;  h = phi(a)/Q(a)
    M = mu + sigma*h ;    V = sigma^2*(1 + a*h - h^2)
    mu1  = (sum y + sum M)/n
    var1 = (sum (y-mu1)^2 + sum (V+(M-mu1)^2))/n
    step = max(|mu1-mu|, |sqrt(var1)-sigma|)
    mu, sigma = mu1, sqrt(var1)
until step < tol
compute observed information and intervals
\end{verbatim}

\section{Why the likelihood cannot fall}

Let $g_\theta(y|c)=N_\theta(y)/Q_\theta(c)$ be the normal density conditioned on $y>c$, with $Q_\theta(c)=Q((c-\mu)/\sigma)$. For any $\vartheta=(u,s)$ and $y>c$, $\ln Q_\vartheta(c)=\ln N_\vartheta(y)-\ln g_\vartheta(y|c)$. The left side does not depend on $y$, so it can be averaged over $g_\theta$ unchanged. Summing over survivors and adding the failures,
\[
\ell(\vartheta)=G(\vartheta|\theta)-\sum_{\rm surv}E_\theta\ln g_\vartheta(Y|c_i).
\]
Subtract the same equation at $\vartheta=\theta$. With $\mathrm{KL}(f\|g)=\int f\ln(f/g)$,
\begin{equation}
\ell(\vartheta)-\ell(\theta)=G(\vartheta|\theta)-G(\theta|\theta)+\sum_{\rm surv}\mathrm{KL}(g_\theta\|g_\vartheta).
\label{split}
\end{equation}
Now set $\vartheta=\theta_+=(\mu_+,\sigma_+)$. From (\ref{G}),
\[
G(\theta_+|\theta)-G(\theta|\theta)=n\Big[\ln\frac{\sigma}{\sigma_+}+\frac{\sigma_+^2+(\mu_+-\mu)^2}{2\sigma^2}-\frac12\Big],
\]
and the bracket is the divergence between two normal laws. Hence
\begin{equation}
\ell(\theta_+)-\ell(\theta)=n\,\mathrm{KL}(N_{\theta_+}\|N_\theta)+\sum_{\rm surv}\mathrm{KL}(g_\theta\|g_{\theta_+})\ \ge 0 .
\label{gain}
\end{equation}
Each divergence is nonnegative by Jensen's inequality, $-E_f\ln(g/f)\ge-\ln\int g=0$. The first term vanishes only if $\theta_+=\theta$, so every step that moves raises the likelihood. A computed decrease beyond rounding therefore signals a coding error.

Equation~(\ref{gain}) was tested on a separate simulated sample of 45 units with censoring at 120, 180 and 260~h. Over four steps, with the survivor terms integrated numerically, the two sides differed by at most $8\times10^{-14}$.

\section{One maximum, and convergence to it}

Put $\beta=1/\sigma$ and $\alpha=\mu/\sigma$, so that $z=\beta y-\alpha$ and $a=\beta c-\alpha$ are linear in the parameters. Since $(\ln Q)'=-h$ and
\[
h'=\frac{\phi'}{Q}+\frac{\phi^2}{Q^2}=h(h-a)\equiv D,
\]
the second derivative of $\ln Q$ is $-D$. It is negative because $h=E[Z|Z>a]>a$. Along a direction $(d\alpha,d\beta)$ the second variation of $\ell$ is
\[
-\sum_{\rm fail}\Big[\frac{d\beta^2}{\beta^2}+(y_i\,d\beta-d\alpha)^2\Big]-\sum_{\rm surv}D_i(c_i\,d\beta-d\alpha)^2 .
\]
With at least one failure this vanishes only for $d\alpha=d\beta=0$. Thus $\ell$ is strictly concave and has at most one maximum.

A maximum exists if two failure times differ. Let $\bar y$ and $v>0$ be the mean and variance (divisor $r$) of the failures. As $\ln Q\le0$,
\[
\ell\le r\ln\beta-\frac r2\big[\beta^2v+(\beta\bar y-\alpha)^2\big]-\frac r2\ln2\pi ,
\]
which tends to $-\infty$ for $\beta\to0$, for $\beta\to\infty$, and for $|\alpha|\to\infty$ at bounded $\beta$.

The iterates therefore stay in a closed bounded region with $\sigma>0$. Their likelihoods rise to a limit, so the gains tend to zero. By (\ref{gain}) and continuity of the update, every limit point is a fixed point. To see that a fixed point is stationary, note that the divergences in (\ref{split}) are minimal at $\vartheta=\theta$, so $\ell$ and $G$ have equal gradients there:
\begin{equation}
\ell_\mu=\frac{n(\mu_+-\mu)}{\sigma^2},\qquad
\ell_{\ln\sigma}=n\Big[\frac{\sigma_+^2+(\mu_+-\mu)^2}{\sigma^2}-1\Big].
\label{score}
\end{equation}
Both vanish at a fixed point. There is one stationary point, so the whole sequence converges to it.

On the 45-unit sample, runs started at $(\mu,\sigma)=(\ln20,3)$, $(\ln2000,0.1)$, $(\ln20,0.2)$ and $(5,0.5)$ ended within $10^{-8}$ of one another. In none did the likelihood fall by more than a rounding allowance of $10^{-9}$.

\section{Information, speed and cost}

Differentiating (\ref{like}) directly gives
\[
\ell_\mu=\frac1\sigma\Big(\sum z_i+\sum h_i\Big),\qquad
\ell_{\ln\sigma}=\sum(z_i^2-1)+\sum a_ih_i ,
\]
with $z$-sums over failures and $h$-sums over survivors. Differentiate again with $\partial_\mu z=-1/\sigma$, $\partial_{\ln\sigma}z=-z$, and the same rules for $a$. The observed information $I=-\partial^2\ell$ in $(\mu,\ln\sigma)$ is
\begin{align}
I_{11}&=\frac{r+\sum D_i}{\sigma^2},\qquad
I_{12}=\frac{2\sum z_i+\sum(h_i+a_iD_i)}{\sigma},\nonumber\\
I_{22}&=2\sum z_i^2+\sum a_i(h_i+a_iD_i).\label{info}
\end{align}
In $I_{12}$, one copy of $\sum z_i+\sum h_i$ comes from the prefactor $1/\sigma$; the rest comes from the terms inside.

The same matrix sets the speed. Let $\delta$ and $\delta_+$ be the errors of $(\mu,\ln\sigma)$ before and after a step near the maximum. To first order, (\ref{score}) reads $\nabla\ell=I_{\rm com}(\delta_+-\delta)$ with $I_{\rm com}=\mathrm{diag}(n/\sigma^2,2n)$. Also $\nabla\ell=-I\delta$. Therefore
\begin{equation}
\delta_+=\big(1-I_{\rm com}^{-1}I\big)\delta .
\label{rate}
\end{equation}
The largest eigenvalue $\rho$ is the largest fraction of information lost to censoring in any direction. Without survivors the first step is final. If only a small fraction $\epsilon$ of the information survives in the worst direction, $\rho=1-\epsilon$ and each decimal digit costs about $2.3/\epsilon$ steps.

A step costs one pass over the data. With a common stop time, $r$, $\sum y$ and $\sum y^2$ suffice, and one evaluation of $h$ serves all survivors. Once convergence is geometric, the error left after a step is about $\rho/(1-\rho)$ times that step, so the tolerance should allow for this factor.

\section{Intervals}

For large $n$ the score is a sum of many independent terms of mean zero. Its variance equals the expected information, as two differentiations of the normalization of the probabilities show. Linearizing, $\hat\theta-\theta\simeq I^{-1}\nabla\ell(\theta)$ is approximately normal with covariance $I^{-1}$, provided the information grows in proportion to $n$. This gives Wald intervals for $\mu$ and $\ln\sigma$. The log time by which a fraction $p$ has failed is $x_p=\mu+z_p\sigma$, where $\Phi(z_p)=p$. Its gradient in $(\mu,\ln\sigma)$ is $q=(1,z_p\sigma)$, and its variance is $q^TI^{-1}q$.

A likelihood-ratio interval follows the actual shape of $\ell$ instead of a parabola, though its threshold still rests on large $n$. Fixing $x_p$ imposes $\alpha=\beta x_p-z_p$. With $u_i=y_i-x_p$ and $w_i=c_i-x_p$, the constrained maximum solves
\[
\frac r\beta-\sum_{\rm fail}(\beta u_i+z_p)u_i-\sum_{\rm surv}w_i\,h(\beta w_i+z_p)=0 .
\]
The left side decreases with $\beta$ by concavity, so bisection is safe. Near the maximum the loss is $\frac12\delta^TI\delta$, where $\delta$ is the displacement from it. Its minimum at fixed $q^T\delta=x_p-\hat x_p$ is at $\delta\propto I^{-1}q$, so twice the loss is $(x_p-\hat x_p)^2/(q^TI^{-1}q)$. At the true $x_p$ this is, for large $n$, the square of a standard normal variable. Therefore retain every $x_p$ for which twice the loss of log-likelihood is below $1.96^2=3.84$. These values form one interval: they are the image of a convex region under the continuous function $(\alpha+z_p)/\beta$.

\section{What discarding survivors converges to}

Let all units share one stop time, with $a=(c-\mu)/\sigma$ at the true parameters. The failures follow a normal law cut off above $a$. With $\lambda=\phi(a)/\Phi(a)$, the integrals of the E-step taken below $a$ give $E[Z|Z<a]=-\lambda$ and $E[Z^2|Z<a]=1-a\lambda$. The ordinary fit to failures therefore tends to
\begin{equation}
\mu-\sigma\lambda,\qquad \sigma\kappa,\qquad \kappa^2=1-a\lambda-\lambda^2<1 .
\label{naive}
\end{equation}
The inequality holds because $-\lambda<a$. The median comes out too short and the spread too small. For a quantile below the median the two errors compete; above the median they add:
\[
\text{bias of }x_p=\sigma\big[-\lambda-z_p(1-\kappa)\big],
\]
which vanishes at $z^*=-\lambda/(1-\kappa)$. Below that quantile the discarding fit is optimistic. Away from it the bias stays fixed while the interval shrinks as $r^{-1/2}$, so coverage tends to zero.

At $z^*$ the centre is right but the width is not. Let $W$ be the truncated variable scaled to mean 0 and variance 1, with skewness $\gamma$ and kurtosis $\eta$. To first order the error of $\bar y+z^*s$, where $s$ is the failures' standard deviation, is $\sigma\kappa$ times the sample mean of $W+z^*(W^2-1)/2$. This has variance $1+z^*\gamma+z^{*2}(\eta-1)/4$ per failure, whereas the Wald recipe assumes the normal value $1+z^{*2}/2$. The limiting coverage is $2\Phi(1.96R)-1$, with $R^2$ the assumed variance over the true one.

Discarding is harmless for $\mu$ when $\sqrt r\,\lambda/\kappa\ll1$: few survivors, and a sample too small to resolve the bias.

\section{Worked example}

The data were simulated with median 200~h and $\sigma=0.45$; the 19 failure times are listed in the numerical output. EM starts from the discarding fit, $\mu=4.8691$, $\sigma=0.2831$. With $c=\ln180=5.1930$, $a=1.144$ and $h=1.642$, so a survivor is assigned $M=4.8691+0.2831\times1.642=5.334$. Then
\[
\mu_+=\frac{19\times4.8691+21\times5.334}{40}=5.113 .
\]
The log-likelihood rises from $-46.43$ to $-28.11$, a gain of 18.33. The first term of (\ref{gain}) supplies 15.37 and the survivor term the remaining 2.96.

The iteration converges to $\hat\mu=5.2336$, $\hat\sigma=0.4452$. After ten steps the log-likelihood is within 0.0014 of its maximum, yet $\hat\sigma$ is still off by 0.004: near the top, the likelihood is a weaker stopping criterion than the step. Equation~(\ref{rate}) predicts $\rho=0.686$, and the observed error ratio agrees, so a decimal digit costs about six steps.

With survivors kept, the 95\% Wald intervals are 157 to 223~h for the median, 0.31 to 0.63 for $\sigma$, and 31 to 73~h for the 0.1\% life, estimated at 47~h. The likelihood-ratio interval for the last is 26 to 66~h. Discarding gives 115 to 148~h for the median and 0.21 to 0.39 for $\sigma$; both miss the true values. Its 0.1\% interval, 40 to 74~h, contains the true 49.8~h, but one success does not establish coverage.

Coverage was measured on 6000 simulated samples at each $n$, with the stop time and true parameters held fixed. Both fits use the same Wald recipe. The sampling error near 0.95 is 0.003.

\begin{center}
\begin{tabular}{lccc}
Target and fit & $n=40$ & 200 & 1000\\
$\mu$, kept & 0.944 & 0.950 & 0.946\\
$\sigma$, kept & 0.939 & 0.953 & 0.946\\
0.1\% life, kept, Wald & 0.922 & 0.945 & 0.945\\
0.1\% life, kept, ratio & 0.950 & 0.952 & 0.946\\
$\mu$, discarded & 0.000 & 0.000 & 0.000\\
$\sigma$, discarded & 0.077 & 0.000 & 0.000\\
0.1\% life, discarded & 0.560 & 0.280 & 0.004\\
crossing, discarded & 0.788 & 0.813 & 0.826
\end{tabular}
\end{center}

For 40 lines the Wald interval for the early-failure time falls short of nominal, while the likelihood-ratio interval does not. Judged by total coverage, the latter is preferable in this setting. The table counts misses on both sides together, so it does not show that either lower limit, used alone as a bound, is missed 2.5\% of the time.

The discarding limits follow from $a=-0.234$, $\lambda=0.953$, $\kappa=0.562$: median 130~h, $\sigma=0.253$, and 0.1\% life 59.7~h, 20\% too long. Discarding is thus pessimistic about the median and optimistic about early failures. The biases cancel at $z^*=-2.17$, the 1.5\% quantile. There $\gamma=-1.08$ and $\eta=4.13$ give $R^2=3.36/7.04=0.478$ and a limiting coverage of 0.824, against 0.826 simulated at $n=1000$.

\section{Setting beside real copper lines}

A temperature of 573~K, a current density of 2.5~MA/cm$^2$ and $\sigma$ near 0.45 are rough typical values for accelerated copper damascene tests. To reach use conditions, take Black's equation, median $\propto j^{-k}e^{E_a/k_BT}$, with unchanged $\sigma$ and rough values $E_a=0.9$~eV and $k=1.1$. Going to 378~K and 0.5~MA/cm$^2$ multiplies life by $7.1\times10^4$, so 47~h becomes $3.4\times10^6$~h, or roughly 400 years. This is a model extrapolation for one line, not a product lifetime, and it assumes that the same failure mechanism acts under test and in use. The power law in $j$ also needs lines long enough that back stress does not halt the drift: for a rough critical product $jL$ of 3000~A/cm, the threshold length is about 12~$\mu$m under test but 60~$\mu$m in use, and near or below it Black's equation does not apply. An error of 0.05~eV in $E_a$ changes it by a factor 1.69, comparable to the statistical uncertainty: the factor is 1.54 between the estimate and either Wald limit, and 1.8 down to the lower likelihood-ratio limit; an error of 0.2 in $k$ gives 1.38. The assumption of a single population can matter more. If 2\% of lines had weak vias with median 40~h and the same $\sigma$, the true 0.1\% life under test would drop from 49.8 to 19.1~h, and 40 lines would contain no weak one with probability 0.45. Uncorrected self-heating of 5~K shifts log life by 0.16, against a standard error of 0.09 in $\mu$. A random 2~K spread between lines raises $\sigma$ by only 1\%. In the worked example, reading the lines every 6~h and recording failures at the next reading lowers the fitted $\sigma$ by 0.018, about a fifth of its standard error, $0.445\times0.180=0.080$.

\section{Failure modes}

\begin{itemize}
\item \emph{No failures.} Then $\ell=\sum\ln Q(a_i)$ rises towards zero as $\mu\to\infty$. There is no finite estimate, and the program should refuse.
\item \emph{One distinct failure time.} If no survivor was watched beyond it, $\sigma\to0$ makes $\ell$ unbounded. The starting value $\mathrm{std}(y)=0$ is also unusable.
\item \emph{Far tails.} For large positive $a$, $\phi$ and $Q$ both underflow. Use $h=\sqrt{2/\pi}/\mathrm{erfcx}(a/\sqrt2)$, where $\mathrm{erfcx}(x)=e^{x^2}\mathrm{erfc}(x)$. In $V$, terms of order $a^2$ cancel to leave $V\simeq\sigma^2/a^2$; a series is needed when $a^4$ times the machine precision is no longer small.
\item \emph{Informative removal or mixed populations.} EM still climbs and converges, but to the maximum of the wrong likelihood. Monotonicity checks the algebra, not the model.
\end{itemize}

\section*{Computed results}
\begin{verbatim}
Model: n=40, median=200 h, sigma=0.45, stop=180 h
Expected failed fraction 0.4074; true 0.1% life 49.78 h
Example: 19 failures, 21 survivors; failure times (h):
  68.9 83.9 86.5 95.1 98.9 112.6 126.3 129.9 134.4 144.9
  146.6 147.8 151.5 163.6 172.1 173.0 177.0 177.1 177.5
EM step, mu, sigma, log-likelihood (density in log time):
    0 4.86907 0.28312 -46.432516
    1 5.11308 0.31567 -28.105705
    2 5.15721 0.35987 -26.298906
    5 5.21079 0.41904 -25.443078
   10 5.23019 0.44130 -25.378347
   20 5.23349 0.44512 -25.376998
   50 5.23357 0.44521 -25.376997
Converged: mu=5.23357, sigma=0.44521, logL=-25.376997
EM error ratio: predicted 0.6864, seen 0.6864
Largest error of gain identity (separate test sample): 7.8e-14
Information (mu, ln sigma): 161.148 -37.591 39.527
Standard errors: mu 0.0893, ln sigma 0.1803, x_0.1% 0.2206
95% intervals, survivors kept:
  median 187.5 h, 157.4 to 223.3 h
  sigma 0.445, 0.313 to 0.634
  0.1% life 47.4 h, Wald 30.7 to 73.0 h
  0.1% life, likelihood ratio 26.4 to 66.4 h
95% Wald intervals, survivors discarded:
  median 130.2 h, 114.6 to 147.9 h
  sigma 0.283, 0.206 to 0.389
  0.1% life 54.3 h, 40.0 to 73.7 h
Discarding, large n: a=-0.2341, lambda=0.9527, kappa=0.5617
  median 130.3 h, sigma 0.2528
  0.1% life 59.7 h
  crossing z*=-2.1734, fraction 1.487 %
  truncated skewness -1.0797, kurtosis 4.1271
  predicted limiting coverage at crossing 0.8244
Coverage, nominal 0.95, 6000 samples per n:
  kept: mu, sigma, 0.1% Wald, 0.1% likelihood ratio
  discarded: mu, sigma, 0.1% Wald, crossing-quantile Wald
  n=40 kept      0.9438 0.9393 0.9217 0.9497
  n=40 discarded 0.0000 0.0765 0.5595 0.7883
  n=200 kept      0.9503 0.9525 0.9450 0.9517
  n=200 discarded 0.0000 0.0000 0.2803 0.8133
  n=1000 kept      0.9460 0.9463 0.9453 0.9457
  n=1000 discarded 0.0000 0.0000 0.0043 0.8263
Rough inputs: Ea=0.9 eV, test 573 K, use 378 K
  current 2.5 to 0.5 MA/cm2, exponent 1.1
Spread 2 K: log-life 0.0634, sigma to 0.4544
Self-heating 5 K uncorrected: log-life shift 0.1577
Readout 6 h: mu change 0.0037, sigma change -0.0177
Weak vias 2 %, median 40 h: 0.1% life 19.1 h
  chance that 40 lines contain none: 0.446
Acceleration factor 7.120e+04
Example 0.1% life at use 3.37e+06 h = 385 years
Ea error 0.05 eV: use life factor 1.686
Exponent error 0.2: use life factor 1.380
\end{verbatim}
